# Why the X⁻³ formula should not extrapolate the total energy: verification in Python

```python
# Result under test: the two-point X^-3 formula, applied to a Hartree-Fock (HF)
# energy that converges faster than X^-3, gives a limit that is too low.
# Extrapolating the total energy therefore carries this HF overshoot along.
# X: cardinal number of cc-pVXZ (2..5); Y = X-1; e_X = E_X - E_limit.
# Exponential model: e_X = A exp(-a X). Overshoot if a > 3 ln(X/Y); worse than
# the unextrapolated E_X if a > ln(2 (X/Y)^3 - 1).
# Example: NO radical, UHF and frozen-core UMP2, energies in hartree (Eh).
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from pyscf import gto, scf, mp, df, lib

lib.num_threads(1)
BOND = 1.15  # angstrom, chosen round value
KJ = constants.value("Hartree energy") * constants.N_A / 1000.0
OCCUPATION = {"A1": (5, 5), "B1": (2, 1), "B2": (1, 1)}


def x3_limit(e_y, e_x, x):
    """Closed two-point formula for the pair (x-1, x)."""
    y = x - 1
    return e_x - (e_y - e_x) * y**3 / (x**3 - y**3)


def line_intercept(e_y, e_x, x):
    """Same limit by another road: straight line in X^-3, read at zero."""
    return np.polyfit([(x - 1.0)**-3, float(x)**-3], [e_y, e_x], 1)[1]


def exponential_limit(e1, e2, e3):
    """Limit of three equally spaced points on a single exponential."""
    return e3 - (e3 - e2)**2 / (e3 - 2.0 * e2 + e1)


def molecule(basis):
    return gto.M(atom=f"N 0 0 0; O 0 0 {BOND}", basis=basis, spin=1,
                 symmetry="C2v", verbose=0)


def run_uhf(mol, guess=None, fitted=True):
    mf = scf.UHF(mol)
    if fitted:
        mf = mf.density_fit(auxbasis="cc-pvqz-jkfit")
    mf.irrep_nelec = OCCUPATION
    mf.chkfile = None
    mf.conv_tol = 1e-9
    dm = None
    if guess is not None:
        old_mol, old_dm = guess
        dm = np.array([scf.addons.project_dm_nr2nr(old_mol, np.asarray(d), mol)
                       for d in old_dm])
    mf.kernel(dm0=dm)
    assert mf.converged
    return mf


def fitted_ump2(mf):
    """Frozen-core UMP2 correlation energy from fitted integrals."""
    mol = mf.mol
    fit = df.DF(mol, auxbasis="cc-pv5z-ri").build()
    orbitals = []
    for s in (0, 1):
        energy = np.asarray(mf.mo_energy[s])
        coeff = np.asarray(mf.mo_coeff[s])
        filled = np.where(mf.mo_occ[s] > 0)[0]
        filled = filled[np.argsort(energy[filled])][2:]
        empty = np.where(mf.mo_occ[s] == 0)[0]
        orbitals.append((coeff[:, filled], coeff[:, empty],
                         energy[filled][:, None] - energy[empty][None, :]))
    parts = ([], [])
    for packed in fit.loop():
        full = lib.unpack_tril(np.asarray(packed))
        for s in (0, 1):
            c_occ, c_vir, _ = orbitals[s]
            parts[s].append(np.matmul(np.matmul(c_occ.T, full), c_vir))
    factors = [np.concatenate(p, axis=0) for p in parts]
    total = 0.0
    for s, t in ((0, 0), (1, 1), (0, 1)):
        fs, ft = factors[s], factors[t]
        gap_s, gap_t = orbitals[s][2], orbitals[t][2]
        g = (fs.reshape(len(fs), -1).T @ ft.reshape(len(ft), -1))
        g = g.reshape(gap_s.shape + gap_t.shape)
        gap = gap_s[:, :, None, None] + gap_t[None, None, :, :]
        if s == t:
            total += 0.5 * np.sum(g * (g - g.transpose(0, 3, 2, 1)) / gap)
        else:
            total += np.sum(g * g / gap)
    return total


# Partial-wave tail: explicit sum against the leading power law.
L = 4
tail_sum = np.sum((np.arange(L + 1, 200000) + 0.5)**-4.0)
tail_law = (L + 1.0)**-3 / 3.0
assert abs(tail_sum / tail_law - 1.0) < 0.03  # next order is about 0.5/(L+1)^2

# Thresholds for exponential data, located numerically from line intercepts.
thresholds = {}
for x in (3, 4, 5):
    def estimate(a):
        return line_intercept(np.exp(a), 1.0, x)  # energies in units of e_X
    start = brentq(estimate, 0.1, 5.0)
    worse = brentq(lambda a: estimate(a) + 1.0, 0.1, 5.0)
    assert abs(start - 3.0 * np.log(x / (x - 1))) < 1e-7
    assert abs(worse - np.log(2.0 * (x / (x - 1))**3 - 1.0)) < 1e-7
    thresholds[x] = (start, worse)

# NO in the correlation-consistent bases.
names = {2: "cc-pvdz", 3: "cc-pvtz", 4: "cc-pvqz", 5: "cc-pv5z"}
hf, corr, size = {}, {}, {}
guess = None
for x, name in names.items():
    mol = molecule(name)
    mf = run_uhf(mol, guess)
    guess = (mol, mf.make_rdm1())
    hf[x], corr[x], size[x] = mf.e_tot, fitted_ump2(mf), mol.nao
    if x == 3:
        plain = run_uhf(mol, guess, fitted=False)
        plain_corr = mp.UMP2(plain, frozen=2).kernel()[0]
        fit_hf = hf[x] - plain.e_tot
        fit_corr = corr[x] - plain_corr
        assert abs(fit_hf) < 2e-4 and abs(fit_corr) < 2e-4

# Separate HF reference: uncontracted even-tempered functions on both atoms.
series = [(0, 20, 0.09, 2.15), (1, 12, 0.06, 2.2), (2, 5, 0.2, 2.4),
          (3, 3, 0.4, 2.5), (4, 2, 0.8, 2.3)]


def even_tempered(rows):
    shells = [[l, [a * b**k, 1.0]] for l, n, a, b in rows for k in range(n)]
    return {"N": shells, "O": shells}


mol = molecule(even_tempered(series[:-1]))
mf = run_uhf(mol, guess)
hf_without_g = mf.e_tot
guess = (mol, mf.make_rdm1())
mol = molecule(even_tempered(series))
hf_ref = run_uhf(mol, guess).e_tot
size_ref = mol.nao
err = {x: hf[x] - hf_ref for x in hf}
assert all(e > 0 for e in err.values())

# Extrapolations of the two parts and of the total.
hf_x3 = {x: x3_limit(hf[x - 1], hf[x], x) for x in (3, 4, 5)}
corr_x3 = {x: x3_limit(corr[x - 1], corr[x], x) for x in (3, 4, 5)}
total_x3 = {x: line_intercept(hf[x - 1] + corr[x - 1], hf[x] + corr[x], x)
            for x in (3, 4, 5)}
over = {x: hf_x3[x] - hf_ref for x in hf_x3}
rate = {x: np.log(err[x - 1] / err[x]) for x in (3, 4, 5)}
power = {x: rate[x] / np.log(x / (x - 1)) for x in rate}
for x in (3, 4, 5):
    assert abs(total_x3[x] - (hf_ref + corr_x3[x]) - over[x]) < 1e-8
assert over[4] < 0 and over[5] < 0
assert abs(over[5]) > err[5]  # worse than leaving the 5Z energy alone
assert power[5] > power[4] > 3.0

# Prediction of the next increment (4 to 5) from the previous one (3 to 4).
scale = (4.0**-3 - 5.0**-3) / (3.0**-3 - 4.0**-3)
ratio_hf = (hf[5] - hf[4]) / (scale * (hf[4] - hf[3]))
ratio_corr = (corr[5] - corr[4]) / (scale * (corr[4] - corr[3]))
assert abs(ratio_corr - 1.0) < 0.3  # higher inverse powers still contribute
assert ratio_hf < ratio_corr

hf_exp = {x: exponential_limit(hf[x - 2], hf[x - 1], hf[x]) for x in (4, 5)}
for x in (4, 5):
    assert abs(hf_exp[x] - hf_ref) < abs(over[x])
corr_best = corr_x3[5]
best = hf_ref + corr_best

print(f"NO bond length: {BOND:.2f} angstrom")
print(f"Partial-wave tail, L=4: sum {tail_sum:.6f}, law {tail_law:.6f}")
for x in (3, 4, 5):
    print(f"Pair {x-1},{x}: overshoot above a={thresholds[x][0]:.3f}, "
          f"worse than raw above a={thresholds[x][1]:.3f}")
for x in names:
    print(f"{names[x]}: {size[x]} functions, UHF {hf[x]:.6f} Eh, "
          f"MP2 corr {corr[x]:.6f} Eh")
print(f"Fitting error in cc-pvtz: UHF {1e3*fit_hf:.4f} mEh, "
      f"MP2 corr {1e3*fit_corr:.4f} mEh")
print(f"UHF reference: {hf_ref:.6f} Eh, {size_ref} functions")
print(f"Change of reference on adding g: {1e3*(hf_ref-hf_without_g):.3f} mEh")
for x in names:
    print(f"UHF basis error, X={x}: {1e3*err[x]:.3f} mEh")
for x in (3, 4, 5):
    print(f"UHF error decay {x-1}->{x}: a={rate[x]:.3f}, "
          f"effective power {power[x]:.2f}")
for x in (3, 4, 5):
    print(f"UHF X^-3 limit, pair {x-1},{x}: {hf_x3[x]:.6f} Eh, "
          f"error {1e3*over[x]:.3f} mEh = {KJ*over[x]:.2f} kJ/mol")
for x in (4, 5):
    print(f"UHF exponential limit, X={x-2},{x-1},{x}: {hf_exp[x]:.6f} Eh, "
          f"error {1e3*(hf_exp[x]-hf_ref):.3f} mEh")
print(f"Increment 4->5, actual/X^-3 prediction: UHF {ratio_hf:.3f}, "
      f"MP2 corr {ratio_corr:.3f}")
for x in (3, 4, 5):
    print(f"MP2 corr X^-3 limit, pair {x-1},{x}: {corr_x3[x]:.6f} Eh")
print(f"Best total (UHF reference + corr pair 4,5): {best:.6f} Eh")
for x in (3, 4):
    print(f"Pair {x-1},{x} against best: UHF part {1e3*over[x]:.3f}, "
          f"corr part {1e3*(corr_x3[x]-corr_best):.3f}, "
          f"total {1e3*(total_x3[x]-best):.3f} mEh")
for x in (4, 5):
    separate = hf_exp[x] + corr_x3[x]
    print(f"Up to X={x}: total by X^-3 {total_x3[x]:.6f} Eh, "
          f"separate {separate:.6f} Eh")
    print(f"  separate minus best: {1e3*(separate-best):.3f} mEh; "
          f"X^-3 total minus separate: {1e3*(total_x3[x]-separate):.3f} mEh")
print("tests ok")
```

Printed output:

```
NO bond length: 1.15 angstrom
Partial-wave tail, L=4: sum 0.002615, law 0.002667
Pair 2,3: overshoot above a=1.216, worse than raw above a=1.749
Pair 3,4: overshoot above a=0.863, worse than raw above a=1.319
Pair 4,5: overshoot above a=0.669, worse than raw above a=1.067
cc-pvdz: 28 functions, UHF -129.260480 Eh, MP2 corr -0.316107 Eh
cc-pvtz: 60 functions, UHF -129.296748 Eh, MP2 corr -0.395592 Eh
cc-pvqz: 110 functions, UHF -129.306437 Eh, MP2 corr -0.424947 Eh
cc-pv5z: 182 functions, UHF -129.308775 Eh, MP2 corr -0.437129 Eh
Fitting error in cc-pvtz: UHF 0.0109 mEh, MP2 corr 0.0076 mEh
UHF reference: -129.309111 Eh, 240 functions
Change of reference on adding g: -0.295 mEh
UHF basis error, X=2: 48.631 mEh
UHF basis error, X=3: 12.363 mEh
UHF basis error, X=4: 2.674 mEh
UHF basis error, X=5: 0.336 mEh
UHF error decay 2->3: a=1.370, effective power 3.38
UHF error decay 3->4: a=1.531, effective power 5.32
UHF error decay 4->5: a=2.074, effective power 9.30
UHF X^-3 limit, pair 2,3: -129.312018 Eh, error -2.908 mEh = -7.63 kJ/mol
UHF X^-3 limit, pair 3,4: -129.313507 Eh, error -4.397 mEh = -11.54 kJ/mol
UHF X^-3 limit, pair 4,5: -129.311228 Eh, error -2.117 mEh = -5.56 kJ/mol
UHF exponential limit, X=2,3,4: -129.309969 Eh, error -0.858 mEh
UHF exponential limit, X=3,4,5: -129.309518 Eh, error -0.407 mEh
Increment 4->5, actual/X^-3 prediction: UHF 0.678, MP2 corr 1.165
MP2 corr X^-3 limit, pair 2,3: -0.429059 Eh
MP2 corr X^-3 limit, pair 3,4: -0.446367 Eh
MP2 corr X^-3 limit, pair 4,5: -0.449910 Eh
Best total (UHF reference + corr pair 4,5): -129.759021 Eh
Pair 2,3 against best: UHF part -2.908, corr part 20.851, total 17.943 mEh
Pair 3,4 against best: UHF part -4.397, corr part 3.543, total -0.854 mEh
Up to X=4: total by X^-3 -129.759875 Eh, separate -129.756336 Eh
  separate minus best: 2.685 mEh; X^-3 total minus separate: -3.538 mEh
Up to X=5: total by X^-3 -129.761138 Eh, separate -129.759428 Eh
  separate minus best: -0.407 mEh; X^-3 total minus separate: -1.709 mEh
tests ok
```
